# Thermal spread of collision energy for 1 keV silicon in silicon

A simulation that follows an implanted ion from one two-body collision to the next has to decide whether each target atom starts at rest or receives a random thermal velocity. The second choice costs extra random numbers and a change of reference frame at every collision. Whether it is worth having depends on how far thermal motion spreads the collision energy, and on which results of the calculation can feel that spread.

The case here is a silicon-28 ion of laboratory energy $E=1000$ eV meeting a silicon atom at $T=300$ K. The ion arrives with a sharp energy, and until isotopes are considered the target is also silicon-28.

## The estimate from two speeds

The thermal energy is $kT=0.02585$ eV, so one might expect a relative spread of order $kT/E$, or 0.0026 percent. That guess compares energies, whereas a collision depends on the relative velocity, and velocities add before they are squared.

The ion moves at 83.05 km/s. The root-mean-square (rms) thermal speed of a target atom along the ion's direction is 0.2986 km/s. The closing speed therefore varies by

$$
\frac{0.2986}{83.05}=0.0036,
$$

or 0.36 percent. Energy goes as the square of speed, so a small relative change in speed gives twice that change in energy:

$$
2\times0.36\ \text{percent}\approx0.72\ \text{percent}.
$$

An atom moving towards the ion raises the collision energy, and one moving away lowers it. The spread is about 280 times the guess $kT/E$.

## What collision energy means

Let the ion have mass $m_1$ and velocity $\mathbf v$, and the target mass $m_2$ and velocity $\mathbf u$. The collision energy is the kinetic energy of relative motion, which is what remains after the kinetic energy of the centre of mass is removed. With $M=m_1+m_2$,

$$
E_{\rm rel}=\frac{m_1v^2}{2}+\frac{m_2u^2}{2}
-\frac{|m_1\mathbf v+m_2\mathbf u|^2}{2M}.
$$

Over the common denominator $2M$, the numerator is

$$
m_1(m_1+m_2)v^2+m_2(m_1+m_2)u^2
-m_1^2v^2-m_2^2u^2-2m_1m_2\,\mathbf v\cdot\mathbf u .
$$

The terms in $m_1^2$ and $m_2^2$ cancel, leaving $m_1m_2(v^2+u^2-2\mathbf v\cdot\mathbf u)$. Hence

$$
E_{\rm rel}=\frac{\mu}{2}|\mathbf v-\mathbf u|^2,
\qquad \mu=\frac{m_1m_2}{m_1+m_2}.
$$

For a target at rest, with $E=m_1v^2/2$,

$$
E_{{\rm rel},0}=\frac{\mu v^2}{2}=\frac{m_2}{m_1+m_2}E .
$$

Equal masses give $E/2=500$ eV. The other half belongs to the centre of mass and cannot be used to push the atoms together.

Some calculations use instead the equivalent laboratory energy $E_{\rm L}=m_1|\mathbf v-\mathbf u|^2/2$, the ion energy that would give the same relative speed with the target at rest. For fixed masses it is proportional to $E_{\rm rel}$, so both have the same percentage spread. Their spreads in eV differ by a factor of two for equal masses.

## The controlled derivation

Take $x$ along the ion's path and divide by the value for a target at rest:

$$
R\equiv\frac{E_{\rm rel}}{E_{{\rm rel},0}}
=\frac{|\mathbf v-\mathbf u|^2}{v^2}
=1-\frac{2u_x}{v}+\frac{u^2}{v^2}.
$$

The second term is linear in the small thermal speed and carries the main spread. The third is quadratic, and is the part that the guess $kT/E$ had in view.

For a classical atom in thermal equilibrium each velocity component is Gaussian with zero mean. Equipartition, $m_2\langle u_x^2\rangle/2=kT/2$, gives $\langle u_x^2\rangle=kT/m_2$. Define

$$
s^2=\frac{\langle u_x^2\rangle}{v^2}
=\frac{kT}{m_2v^2}
=\frac{m_1}{m_2}\frac{kT}{2E},
$$

where the last step uses $v^2=2E/m_1$. The linear term has zero mean and the quadratic term has three equal components, so

$$
\langle R\rangle=1+3s^2 .
$$

The variance needs three facts. The linear term has variance $4s^2$. A Gaussian component has $\langle u_x^4\rangle=3\langle u_x^2\rangle^2$, so $u_x^2/v^2$ has variance $3s^4-s^4=2s^4$, and three independent components give $6s^4$. The covariance between $u_x$ and $u^2$ vanishes, because it is an average of odd powers of a symmetric variable. Therefore

$$
\operatorname{Var}(R)=4s^2+6s^4,
$$

$$
\frac{\operatorname{rms}(E_{\rm rel})}{E_{{\rm rel},0}}
=2s\sqrt{1+\tfrac32s^2}
\approx\sqrt{\frac{2m_1kT}{m_2E}} .
$$

Here rms means the standard deviation about the mean, divided by the value for a target at rest. For equal masses,

$$
\sqrt{\frac{2kT}{E}}
=\sqrt{\frac{2\times0.02585}{1000}}
=0.00719,
$$

or 0.719 percent. This is 3.60 eV on the centre-of-mass energy of 500 eV, or 7.19 eV on the equivalent laboratory energy of 1000 eV.

The neglected terms are very small here. With $s^2=1.293\times10^{-5}$, the mean rises by $3s^2$, or 0.0039 percent. A numerical average over all three velocity components gives an rms of 0.7191 percent, the same as the simple formula to the digits shown.

The direction of motion can be tested separately. Keeping the axial velocity alone again gives 0.7191 percent. Keeping the two transverse components alone leaves a variance of $2\times2s^4$, hence an rms of $2s^2$, or 0.0026 percent. For equal masses $2s^2=kT/E$, so the first naive guess happens to be the spread that sideways motion would produce by itself.

## Does a faster encounter count more often?

The average above gives every target velocity its thermal weight. In a random gas of targets with a constant cross-section, encounters occur at a rate proportional to the relative speed $g=|\mathbf v-\mathbf u|$, which favours approaching atoms. To size this effect, write $g/v=(1+\delta)^{1/2}$ with $\delta=R-1$. To order $s^2$, $\langle\delta\rangle=3s^2$ and $\langle\delta^2\rangle=4s^2$. Expanding the powers gives

$$
\left\langle\frac gv\right\rangle
\approx1+\tfrac12(3s^2)-\tfrac18(4s^2)=1+s^2,
$$

$$
\left\langle\frac gvR\right\rangle
=\langle(1+\delta)^{3/2}\rangle
\approx1+\tfrac32(3s^2)+\tfrac38(4s^2)=1+6s^2 .
$$

The weighted mean of $R$ is their ratio, $1+5s^2$ at this order. The shift is 0.0065 percent instead of 0.0039 percent, still about a hundred times smaller than the rms. The rms itself also hardly changes: the program checks that its weighted and unweighted values differ by less than one part in a thousand. The choice of weighting does not affect the estimate at the accuracy needed.

## Scaling and limits

At fixed masses and temperature the relative spread falls as $E^{-1/2}$. At 100 eV the classical value is $\sqrt{10}$ times larger, about 2.3 percent. The spread in eV moves the other way: for $E_{\rm L}$ and equal masses it is $\sqrt{2kTE}$, which grows with ion energy because the cross term contains the ion's speed.

At fixed $E$ and $T$, a heavier ion has a larger relative spread because it moves more slowly. An ion four times as heavy as the target has twice the spread of an equal-mass ion.

The small-$s$ formula itself lasts to very low energy. Its first relative correction is $3s^2/4$, which for equal masses is $3kT/(8E)$. This reaches one percent at $E=37.5\,kT$, about 1 eV at 300 K. The picture of a free target atom fails well before that, since such an energy is comparable with the energies that bind the solid. The formula is therefore limited by the two-body model before it is limited by the expansion.

## Zero-point motion

Equipartition underestimates the motion of atoms in a stiff solid. Consider one harmonic mode of angular frequency $\omega$. Its mean energy, including the zero-point part, is

$$
\hbar\omega\left(\frac12+\frac1{e^{\hbar\omega/kT}-1}\right)
=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2kT}.
$$

Half of this is kinetic. A classical mode has kinetic energy $kT/2$, so the quantum result follows by replacing $kT$ with the right-hand side. In a harmonic model of silicon's diamond lattice, all atoms are equivalent and each sits at a site of tetrahedral symmetry, so each atom and direction has an equal share in the mode spectrum as a whole, and the replacement is averaged over that spectrum. The leading rms needs nothing beyond $\langle u_x^2\rangle$, so it is enough to replace $T$ by an effective temperature.

For a Debye spectrum with Debye temperature $\theta$, let $z$ be the frequency divided by its maximum. The normalized density of modes is $3z^2$, and

$$
T_{\rm eff}=\int_0^1 3z^2\,\frac{\theta z}{2}
\coth\!\left(\frac{\theta z}{2T}\right)dz .
$$

At high temperature, $\coth y\approx1/y+y/3$ with $y=\theta z/2T$. The integrand becomes $3z^2T(1+y^2/3)$, and since $\int_0^13z^4dz=3/5$,

$$
T_{\rm eff}\approx T\left(1+\frac{\theta^2}{20T^2}\right).
$$

With the rough value $\theta=645$ K this gives 369 K; the full integral gives 366 K. The rms becomes

$$
0.719\ \text{percent}\times\sqrt{\frac{365.8}{300}}
=0.794\ \text{percent},
$$

or 7.9 eV in equivalent laboratory energy. This is about ten percent above the classical spread. Debye temperatures of 550 and 700 K give 0.775 and 0.806 percent, so the uncertain input matters little.

In the opposite limit $T\to0$ the hyperbolic cotangent tends to one, and $T_{\rm eff}=\int_0^1(3\theta z^3/2)\,dz=3\theta/8=242$ K. The rms is then 0.65 percent. Classical theory would have it vanish. In this model, cooling the target from 300 K to near absolute zero removes less than a fifth of the spread.

Using this velocity distribution assumes that the collision is brief compared with lattice vibration. The ion crosses a bond length of 0.235 nm in 2.8 fs, while the period at the Debye frequency is 74 fs. The fastest mode of the Debye model advances by $2\pi\times2.8/74\approx0.24$ radian in that time. An individual atom's velocity can change noticeably, but in thermal equilibrium its rms velocity does not depend on time. Treating the struck atom as free is thus reasonable for this estimate, though it leaves out the forces from its neighbours once it has been knocked away.

## Isotopes give a second spread

Natural silicon contains atoms of different masses, and $E_{{\rm rel},0}$ depends on the target mass even when every atom is at rest. Relative to a silicon-28 target the factor is $2m_2/(m_1+m_2)$. It raises the collision energy by 1.75 percent for silicon-29 and by 3.45 percent for silicon-30. With rough abundances of 4.7 and 3.1 percent, the mean shift is

$$
0.047\times1.75+0.031\times3.45=0.19\ \text{percent},
$$

and the rms about that mean is

$$
\sqrt{0.047\times1.75^2+0.031\times3.45^2-0.19^2}
\approx0.69\ \text{percent}.
$$

This nearly equals the classical thermal value, but the distribution has a different shape: most atoms have no shift, and a few have a large one.

The two variances add. For a given isotope, the thermal rms of $E_{\rm rel}$ is proportional to $\mu/\sqrt{m_2}$, that is, to $\sqrt{m_2}/(m_1+m_2)$. The logarithmic derivative of this with respect to $m_2$ is $1/(2m_2)-1/(m_1+m_2)$, which is zero at equal masses. The thermal width is therefore almost the same for all three isotopes. The combined rms is

$$
\sqrt{0.719^2+0.691^2}=1.00\ \text{percent}
$$

with classical motion, and 1.05 percent with zero-point motion. These values refer to $E_{\rm rel}$. The equivalent laboratory energy does not contain $\mu$, so its spread does not acquire the isotope term.

## Comparison with other changes of a few eV

An ion inside the solid has usually met other atoms first. Suppose an equal-mass target at rest deflects it by an angle $\chi$ in the centre-of-mass frame. The centre of mass moves at $\mathbf v/2$, and the ion's velocity relative to it keeps the magnitude $v/2$ but turns through $\chi$. The final speed $v'$ obeys

$$
v'^2=\frac{v^2}{4}(1+1+2\cos\chi)=v^2\cos^2\frac\chi2 ,
$$

so the energy lost is $E\sin^2(\chi/2)$. Setting this equal to 7.19 eV gives $\sin(\chi/2)=\sqrt{0.00719}=0.0848$ and $\chi=9.7$ degrees. Any earlier collision with a larger deflection costs the ion more than one classical thermal rms.

Losses to electrons are of similar size. The Lindhard–Scharff formula, adopted here as a model, gives 27.9 eV/nm, or 6.6 eV over one bond length. In that model the loss is proportional to ion speed, as is the thermal rms $\sqrt{2kTE}$. Their ratio at fixed path length and temperature therefore does not change with energy, as long as both models hold.

The ion also carries potential energy between collisions. Summing the Ziegler–Biersack–Littmark pair potential over the neighbours of a tetrahedral open site gives about 7 eV. This number indicates only a scale of a few eV, and even its sign is not secured: the potential is purely repulsive, about $+1$ eV per pair at 0.235 nm, whereas an isolated pair of silicon atoms at that distance is bound by about 3 eV in a density-functional calculation. Such a shift depends on the ion's position; it is not a thermal spread. It suggests that a model of isolated pair collisions can have errors in collision energy comparable with the effect being estimated.

For a real shallow self-implant near 1 keV into a room-temperature wafer, the mass, energy and temperature used here are representative, while the lattice and Debye values are rough. The assumption of a single target isotope fails in natural silicon, and correcting it together with the classical motion moves the rms of $E_{\rm rel}$ from 0.72 to 1.05 percent. The energy spread of the incoming beam is not included and would have to be added for a particular machine.

## When target velocities are worth including

Suppose a result depends on collision energy as $E_{\rm rel}^p$. One collision then has a relative spread of about $|p|\times0.72$ percent. The average over many collisions changes far less. Expanding $R^p$ to second order,

$$
\langle R^p\rangle-1\approx p(3s^2)+\frac{p(p-1)}2(4s^2)
=p(2p+1)s^2 .
$$

For $p=2$ this is $10s^2$, about 0.013 percent. This gives every target velocity its thermal weight. Weighting by the encounter rate, as in the earlier section, replaces $p(2p+1)$ by $p(2p+3)$ and gives $14s^2$, about 0.018 percent, which is just as negligible. The linear changes from approaching and receding atoms cancel. Targets at rest are therefore adequate for averages that vary smoothly with collision energy at 1 keV, as far as thermal velocity is concerned. Thermal displacement of atoms from their lattice sites is a separate effect, not sized here.

A sharp threshold in $E_{\rm rel}$ is different, because thermal motion blurs it over roughly the rms width. Where a spread of this size matters, the target velocity should be drawn, preferably at $T_{\rm eff}$. The distance of closest approach in individual collisions also varies, but less. In a head-on collision the atoms turn back where their potential energy equals $E_{\rm rel}$, and a screened Coulomb repulsion falls faster than $1/r$, so the relative change in distance is smaller than that in energy.

The spread should not be transferred directly to the recoil energy. In a head-on collision along $x$, equal masses exchange their velocities. The ion leaves with $m_1u_x^2/2$ and has lost $E-m_1u_x^2/2$, which differs from $E$ by an energy of order $kT$. The 7 eV spread in equivalent laboratory energy is absent from this loss because the centre-of-mass motion changes along with the relative motion. For other deflections, let $\mathcal D$ denote rotation through a fixed centre-of-mass angle $\chi$. With equal masses the ion leaves with velocity

$$
\mathbf v'=\tfrac12(\mathbf v+\mathbf u)+\tfrac12\mathcal D(\mathbf v-\mathbf u),
$$

and the part of $v'^2$ linear in $\mathbf u$ is $\tfrac12(\mathbf u\cdot\mathcal D\mathbf v-\mathbf v\cdot\mathcal D\mathbf u)$. For target motion along the ion's path the two terms cancel at every $\chi$. For motion across the path, in the plane of the deflection, they add to a term of size $u_yv\sin\chi$. The energy loss then has an rms of $Es\sin\chi$, or about 3.6 eV at 90 degrees. Relative to the loss $E\sin^2(\chi/2)$ this is $2s\cot(\chi/2)$, which grows at small deflections: at $\chi=14$ degrees the loss is about 15 eV and its rms is 0.87 eV, or about 6 percent. A threshold in recoil energy of that size is therefore blurred, in relative terms, far more than the collision energy. If the impact parameter is fixed instead, $\chi$ itself changes with the collision energy, and axial motion contributes as well. A decision about thermal velocities should therefore rest on the quantity being calculated. The numerical output below gives the spread of the collision energy, which is only the starting point for other quantities.

## Computed values

```
Ion energy E: 1000 eV
Target temperature: 300 K
Silicon-28 mass: 27.977 u
Thermal energy kT: 0.02585 eV
Mean target kinetic energy 3kT/2: 0.0388 eV
Ion speed: 83.05 km/s
Target rms speed along one axis: 0.2986 km/s
Speed ratio s: 0.003595
s squared: 1.293e-05
Naive ratio kT/E: 0.00259 percent
Classical rms, simple formula: 0.7191 percent
Classical rms, full quadrature: 0.7191 percent
Collision energy, target at rest: 500.0 eV
Classical rms, centre-of-mass energy: 3.595 eV
Classical rms, equivalent lab energy: 7.191 eV
Shift of mean: 0.00388 percent
Shift of mean, rate-weighted: 0.00646 percent
rms from axial motion only: 0.7191 percent
rms from transverse motion only: 0.00259 percent
Debye temperature (rough): 645 K
Effective temperature at 300 K: 365.8 K
rms with zero-point motion, 300 K: 0.794 percent
Same, as equivalent lab energy: 7.94 eV
Same, Debye temperature 550 K: 0.775 percent
Same, Debye temperature 700 K: 0.806 percent
Effective temperature near 0 K: 241.9 K
rms near 0 K: 0.646 percent
Isotope 27.977 u: fraction 92.2 percent, energy shift 0.00 percent
Isotope 28.976 u: fraction 4.7 percent, energy shift 1.75 percent
Isotope 29.974 u: fraction 3.1 percent, energy shift 3.45 percent
rms from isotope mix alone: 0.691 percent
rms, classical thermal plus isotopes: 0.997 percent
rms, quantum thermal plus isotopes: 1.052 percent
Deflection costing one classical rms: 9.73 degrees (CM)
Lattice constant (rough): 0.543 nm
Bond length: 0.2351 nm
Electronic stopping (model): 27.9 eV/nm
Electronic loss per bond length: 6.6 eV
Potential energy at open site (model): 7.1 eV
Time to cross one bond length: 2.83 fs
Vibration period at Debye frequency: 74.4 fs
```
